The Annealing Front of Amorphous Defects During a Linear Heating Ramp, part 1

(Sections cited here and not found follow in the second part.)

## First half: the front equation

**Form of the answer from dimensions**

An amorphous film is heated at a steady rate. Its defects have a range of energy barriers, and those with low barriers anneal first. At each temperature there is then a barrier, the annealing front, that divides the defects already gone from those still present. Suppose that the front barrier E depends on the present temperature T, the Boltzmann constant k, the attempt frequency ν and the heating rate β, and on nothing else. These five quantities involve three independent dimensions: energy, time and temperature. They therefore form two independent dimensionless groups, which can be taken as

x = E/(kT),   Λ = νT/β.

The answer must have the form x = f(Λ). Here T/β is the time that the ramp would need to heat the film from absolute zero to T, and Λ is the number of attempts made in that time.

Dimensions don't fix f, but the physics suggests its size. A defect escapes when the number of attempts times the success probability exp(−x) is about one. If all of the time T/β counted, x would be ln Λ. Only the last, hottest part of the ramp counts, so x must be somewhat smaller. The theorem below gives the reduction: it is ln x.

**Assumptions and conventions**

A1. Each defect anneals independently of the others and doesn't come back.

A2. A defect with barrier E > 0 anneals at temperature T with the rate

r(E,T) = ν exp[−E/(kT)],

where ν is the same constant for all defects.

A3. The temperature is uniform and rises as T = T0 + βt, with constant β > 0.

The word "front" needs a definition, because annealing at a finite temperature has no sharp edge. Two definitions are used.

The peak-rate front at T is the barrier of the defects whose number lost per second, followed through the ramp, is largest at T.

The 1/e front at T is the barrier E₁ of the defects of which the fraction 1/e has survived when the ramp reaches T.

For an arbitrary barrier I write y = E/(kT). The letter x is kept for the root of the front equation, and x₁ = E₁/(kT) for the 1/e front.

**Theorem.** Let A1 to A3 hold, and let x be the root of

x + ln x = ln Λ,   Λ = νT/β.   (1)

(a) For T > T0, the peak-rate front is at E = kTx. No approximation is involved.

(b) Let the ramp start so cold that its starting point doesn't matter, with no annealing before it, and let Λ > 1. Then

W(Λe²) − 2 < x₁ < W(Λ) = x,   (2)

where W(z) is the Lambert function, the positive solution of W exp(W) = z for z > 0. For large x,

x₁ = x − 2/(x+1) + O(1/x²).   (3)

Equation (1) is thus an identity for one front and the leading-order result for the other.

**The root is unique.** The derivative of x + ln x is 1 + 1/x, which is positive for x > 0. The function rises from −∞ at x → 0 to +∞ at x → ∞, so it takes the value ln Λ once. Taking the exponential of (1) gives

x exp(x) = Λ,   (4)

which is the definition of x = W(Λ).

**Lemma 1 (survival).** The fraction of defects with barrier E that survives a ramp from T0 to T is

S = exp(−θ),   θ = (ν/β) ∫ from T0 to T of exp[−E/(kT′)] dT′.   (5)

Proof. Let n be the number of defects with barrier E. By A1 and A2,

dn/dt = −r n.

By A3, dt = dT/β. Dividing by n gives

d(ln n)/dT = −r/β.

Integration from T0 to T gives ln[n(T)/n(T0)] = −θ, which is (5). ∎

I call θ the exposure. It is the expected number of successful escapes that a defect would make if it could escape repeatedly. The 1/e front is the barrier for which θ = 1.

**Proof of part (a).** The number lost per second is r n. Its time derivative, for a fixed barrier, is

d(rn)/dt = n dr/dt + r dn/dt = n (dr/dt − r²).

The rate r changes because T changes:

dr/dt = β dr/dT = β r E/(kT²).

Therefore

d(rn)/dt = n r [βE/(kT²) − r].   (6)

The factor n r is positive. In the bracket, the first term falls as T rises, while r grows. The bracket can thus change sign at most once, from plus to minus, and where it does the loss rate has its one maximum. The condition for this is

βE/(kT²) = ν exp[−E/(kT)].

Multiplying both sides by T/β turns the left side into E/(kT) and the right side into Λ exp[−E/(kT)]. With x = E/(kT),

x = Λ exp(−x).

This is (4), and its logarithm is (1). ∎

The number n enters (6) as a common factor. Earlier annealing of the same defects lowers the height of the peak but leaves its temperature unchanged. If the bracket is already negative at T0, the loss rate falls from the start and there is no peak within the ramp. This is why (a) requires T > T0.

**Lemma 2 (bounds on the exposure integral).** For a cold start the exposure is θ = Λ J(y), with

J(y) = ∫ from 0 to 1 of exp(−y/s) ds,   (7)

and for all y > 0

1/(y+2) < exp(y) J(y) < 1/y.   (8)

Proof. In (5) let T0 → 0 and put T′ = sT. Then dT′ = T ds and E/(kT′) = y/s, so θ = (νT/β) J(y), as claimed.

For the bounds, note that

d/ds exp(−y/s) = (y/s²) exp(−y/s),

so that exp(−y/s) = (s²/y) d/ds exp(−y/s). Insert this in (7) and integrate by parts. The boundary term is exp(−y)/y at s = 1 and zero at s = 0. The derivative of s²/y is 2s/y. Hence

J = exp(−y)/y − (2/y) K,   K = ∫ from 0 to 1 of s exp(−y/s) ds.   (9)

Since K > 0, J < exp(−y)/y, which is the upper bound. Since s < 1 inside the interval, K < J, and (9) gives

J > exp(−y)/y − (2/y) J.

Collecting the terms with J,

J (1 + 2/y) > exp(−y)/y.

Multiplication by y/(y+2) gives J > exp(−y)/(y+2), the lower bound. ∎

**Proof of part (b).** The function J falls steadily from J(0) = 1 towards zero as y grows, because its integrand does so at each s. For Λ > 1 there is therefore one value x₁ > 0 with Λ J(x₁) = 1.

The upper bound in (8) gives

1 = Λ J(x₁) < Λ exp(−x₁)/x₁,

so x₁ exp(x₁) < Λ = x exp(x). The function x exp(x) increases, hence x₁ < x.

The lower bound gives

1 > Λ exp(−x₁)/(x₁+2),

so (x₁+2) exp(x₁) > Λ. Multiplying by e²,

(x₁+2) exp(x₁+2) > Λe²,

and hence x₁ + 2 > W(Λe²). This proves (2).

For (3) the next term of J is needed. The same integration by parts, applied to K, gives

K = exp(−y)/y − (3/y) ∫ from 0 to 1 of s² exp(−y/s) ds.

The last integral lies between 0 and J, and J < exp(−y)/y. Therefore K = [exp(−y)/y][1 + O(1/y)]. Inserting this in (9),

J = [exp(−y)/y] [1 − 2/y + O(1/y²)].   (10)

The logarithm of Λ J(x₁) = 1 is then

ln Λ − x₁ − ln x₁ − 2/x₁ + O(1/x₁²) = 0.

Replace ln Λ by x + ln x and write x₁ = x + δ:

δ + ln(1 + δ/x) = −2/x₁ + O(1/x²).

The right side is of order 1/x, so δ is too. Then ln(1 + δ/x) = δ/x up to terms of order 1/x⁴, and 2/x₁ = 2/x up to terms of order 1/x³. This leaves

δ (1 + 1/x) = −2/x + O(1/x²).

Division by (x+1)/x gives (3). ∎

To the order shown, −2/x would serve as well as −2/(x+1). The second form is kept because it follows from the division without a further expansion.

The ratio of the true difference x − x₁ to 2/(x+1), found by numerical integration of (7), is 0.908, 0.951 and 0.975 for ln Λ = 20, 40 and 80. The departure from one roughly halves each time ln Λ doubles, as an error of relative order 1/x should.

**Worked example: position of the front**

The example takes ν = 10¹³ s⁻¹, β = 0.1 K/s, a start at 300 K and a reading at 400 K. At the reading, kT = 34.469 meV. The number of attempts is

Λ = 10¹³ × 400/0.1 = 4.0 × 10¹⁶,   ln Λ = 38.2277.

A first estimate comes from writing (1) as x = ln Λ − ln x and replacing x on the right by ln Λ:

x ≈ ln Λ − ln ln Λ = 34.584.

For x > 1, equation (1) shows that x < ln Λ. The estimate thus subtracts too large a logarithm and is slightly low. The root is x = 34.6815, with ln x = 3.5462, and the two add up to 38.2277. The front barrier is

E = 34.6815 × 34.469 meV = 1.1954 eV.

Solving θ = 1 directly, with the integral in (5) taken from 300 K to 400 K, gives x₁ = 34.6283 and E₁ = 1.1936 eV. The difference x₁ − x is −0.0532, while the leading correction in (3) is −0.0561. In energy, equation (1) is 1.83 meV too high, or 0.15 % of the directly computed barrier.

Part (a) can be examined separately. When the rate equation is integrated upward from 300 K for the barrier 1.1954 eV, the loss rate peaks at 400.000 K. The surviving fraction there is 0.388, a little above 1/e = 0.368. The reason is in Lemma 2: at the peak, θ = Λ J(x) = x exp(x) J(x), which is below one.

**Remark 1: why ln x appears.** To leading order the exposure is

θ ≈ Λ exp(−y)/y = ν exp[−E/(kT)] × T/(βy).   (11)

The ramp therefore acts like a hold at the final temperature T for the time

t_eff = T/(βx),   (12)

evaluated at the front. On going down from T, the rate falls by a factor of about e over the temperature interval

kT²/E = T/x = 400 K/34.68 = 11.5 K.

The ramp crosses this interval in 11.5/0.1 = 115 s, which is t_eff. The full time T/β is 4000 s, and the ratio of the two times is x. This factor x, once the logarithm is taken, is the term ln x in (1). At the barrier E₁ the true ramp exposure is 0.948 of that given by the hold, so the equivalence is good to about 5 % in time.

**Remark 2: a ramp that starts at T0.** Starting at T0 removes the part of the integral below T0. By (10), to leading order, this part is T0² exp[−yT/T0]/(yT), and the whole integral is T exp(−y)/y. The missing fraction is

(T0/T)² exp[−y(T/T0 − 1)].   (13)

For the example it is 0.75² × exp(−34.68/3) ≈ 5 × 10⁻⁶ and can be ignored. It is no longer small when T is within a few times T0/x of the start, here a few times 9 K.

**Remark 3: limits.** For very slow heating, Λ → ∞ and x grows without bound, but only logarithmically. For very fast heating x falls, and by (3) the relative error of (1) for the 1/e front is about 2/[x(x+1)]. This estimate gives 0.16 % at x = 34.7 and about 7 % at x = 5, where the neglected higher orders bring the actual error down to between 5 and 6 %. When x approaches one, the expansion has no small parameter, and the rate law A2 itself loses its basis, since a barrier comparable to kT no longer makes escape a rare event. Part (a) still follows from A2 there, but A2 can't be trusted.

## Second half: motion, width and limits of the front

**Symbols and results taken over**

A defect with barrier E anneals at the rate ν exp[−E/(kT)] while the temperature rises from T0 at the rate β. Its survival is S = exp(−θ), where θ is the exposure. With y = E/(kT) and Λ = νT/β, a cold start gives θ = ΛJ(y), where J(y) is the integral of exp(−y/s) over s from 0 to 1. It obeys

J = [exp(−y)/y] [1 − 2/y + O(1/y²)].

The front equation is x + ln x = ln Λ. It gives the barrier E = kTx whose loss rate peaks at T and, to leading order for large x, the barrier E₁ at which S = 1/e. The example has ν = 10¹³ s⁻¹, β = 0.1 K/s, T0 = 300 K and T = 400 K. Its results are kT = 34.469 meV, x = 34.6815, E = 1.1954 eV and E₁ = 1.1936 eV.

**Proposition 1 (motion of the front).** The barrier E = kTx given by the front equation obeys

dE/dT = k x(x+2)/(x+1)   at fixed ν and β,   (14)

dE/d(ln β) = −w   at fixed ν and T,   (15)

w = kT x/(x+1).   (16)

Proof. The differential of the front equation is (1 + 1/x) dx = d(ln Λ), so

dx = [x/(x+1)] d(ln Λ).   (17)

With ν and β fixed, d(ln Λ) = dT/T. The product rule applied to E = kTx gives

dE/dT = kx + kT dx/dT = kx + k x/(x+1) = k x(x+2)/(x+1).

With ν and T fixed, d(ln Λ) = −d(ln β), and dE = kT dx gives (15). ∎

In relative terms (14) reads d(ln E)/d(ln T) = (x+2)/(x+1), which is 1.03 in the example. The front barrier is thus nearly proportional to the absolute temperature. The small excess over one arises because the front equation can be written as E = kT ln[νT/(βx)], and the effective hold time T/(βx) is longer at a hotter reading.

For the example,

dE/dT = (34.469/400) × 34.6815 × 36.6815/35.6815 = 3.072 meV/K.

The directly computed 1/e fronts at 395 K and 405 K give 3.068 meV/K. The small difference follows from the correction found in the first half, E₁ ≈ E − 2kT/(x+1). Its derivative is close to −2k/(x+1) = −0.005 meV/K.

The energy w is 34.469 × 34.6815/35.6815 = 33.50 meV. Heating ten times faster, with the reading temperature held at 400 K, moves the front by −w ln 10 = −77.1 meV. The direct calculation gives −77.2 meV. The sign is as expected: a faster ramp leaves less time, so it clears only lower barriers.

The front equation has been shown to be exact for the peak-rate front and correct to leading order for the 1/e front, and it gives the front's motion with temperature and heating rate. What remains is the shape and width of the front, the effect of storage before the ramp, and the limits of the model.
